\section*{Pokrovsky–Talapov law for domain walls in an adsorbed monolayer}

\section{Walls on a lattice}

Let a domain wall cross successive rows of height $h$. At each row it steps one site, of width $s$, to the left or to the right, with statistical weight $w$ for either step. The wall lives on sites $x=1,\dots,M$ and may not leave them. If $\psi(x)$ is the summed weight of all paths ending at $x$, one more row gives
\begin{equation}
(T\psi)(x)=w[\psi(x-1)+\psi(x+1)],\qquad \psi(0)=\psi(M+1)=0 .
\end{equation}
The eigenfunctions are $\sin k_jx$ with $k_j=\pi j/(M+1)$. Since $\sin k(x-1)+\sin k(x+1)=2\cos k\,\sin kx$, the eigenvalues are $2w\cos k_j$. On a wide strip a wall raises the partition function when $2w>1$. A step that costs energy can still be favourable, because the choice between two directions supplies entropy $\ln2$ per row in units of Boltzmann's constant.

Now take $N$ walls, all on sites of the same parity, each stepping at every row, with no two on one site. Their separations are even and change by $0$ or $\pm2$, so two walls cannot exchange order without first meeting. Consider
\begin{equation}
\Psi(x_1,\dots,x_N)=\det[\sin k_jx_i],\qquad j=1,\dots,N .
\label{eq:slater}
\end{equation}
If all $2^N$ combinations of steps are summed, each factor $\sin k_jx_i$ acquires $2w\cos k_j$. The forbidden combinations put two walls on one site, where $\Psi=0$, so including them changes nothing. Hence $\Psi$ is an eigenfunction of the true, noncrossing transfer matrix, with eigenvalue
\begin{equation}
\Lambda_N=\prod_{j=1}^N 2w\cos k_j .
\label{eq:product}
\end{equation}

It belongs to the largest eigenvalue. With $\theta_i=\pi x_i/(M+1)$, each $\sin j\theta$ is $\sin\theta$ times a polynomial of degree $j-1$ in $\cos\theta$, so
\begin{equation}
\Psi\propto\prod_i\sin\theta_i\prod_{i<j}(\cos\theta_i-\cos\theta_j),
\end{equation}
which is positive for $x_1<\dots<x_N$. The matrix is symmetric with nonnegative entries, so its largest eigenvalue has a nonnegative eigenvector. That vector cannot be orthogonal to the positive $\Psi$, and eigenvectors of different eigenvalues would be orthogonal. For $M=12$, $N=3$, $w=1$, both the product and direct diagonalization of the matrix of allowed moves give $5.148$.

The walls therefore fill single-particle levels as free fermions do. Adding level $k$ is favourable if $2w\cos k>1$. Writing $2w=e^g$, the last filled level and the density on a wide strip are
\begin{equation}
k_F=\arccos e^{-g},\qquad \rho s=\frac{k_F}{\pi}\simeq\frac{\sqrt{2g}}{\pi}\quad(g\to0^+),
\label{eq:lattice}
\end{equation}
because $1-k_F^2/2\simeq1-g$. On 8000 sites, counting the numerically computed levels above one gives 113 walls for $g=0.001$ and 227 for $g=0.004$; the square-root form gives 113.9 and 227.8. Four times the gain gives twice the walls.

\section{From the layer to one wall}

Let $u$ be the displacement of the layer along $x$ from registry, and $\delta$ the strain it would adopt without a substrate. In a model with one displacement component the energy per area is
\begin{equation}
\mathcal E=\frac K2(u_x-\delta)^2+\frac G2u_y^2+V\left[1-\cos\frac{2\pi u}{b}\right].
\end{equation}
A wall along $y$ takes $u$ from $0$ to $b$. We take $b,\delta>0$; for the opposite misfit both signs reverse. The cross term integrates to $-K\delta b$ per wall length whatever the shape of the wall, because it depends on the end values of $u$ alone. The term $K\delta^2/2$ is common to all states.

For the remaining energy of a straight wall, the first integral of the equilibrium equation, with zero constant far from the wall, is $\frac K2u_x^2=V[1-\cos(2\pi u/b)]$. Thus $u_x=2\sqrt{V/K}\sin(\pi u/b)$. The two energy terms are equal, and
\begin{equation}
\varepsilon_0=\int Ku_x^2\,dx=\int_0^b2\sqrt{KV}\sin\frac{\pi u}{b}\,du=\frac{4b\sqrt{KV}}{\pi}.
\label{eq:eps}
\end{equation}
The profile is $u=(2b/\pi)\arctan e^{x/\xi}$, with $\xi=(b/2\pi)\sqrt{K/V}$.

For a wall of slope $t=dx/dy$, $u$ depends on $x-ty$, so $u_y^2=t^2u_x^2$ and $K$ is replaced by $K+Gt^2$ in (\ref{eq:eps}). Expanding the root,
\begin{equation}
\varepsilon(t)=\varepsilon_0+\tfrac12\Sigma t^2+\dots,\qquad \Sigma=\varepsilon_0G/K .
\end{equation}

Thermal motion replaces $\varepsilon_0$ by the free energy per length $\tau(T)$ of an isolated wall, including its wandering entropy. The net gain per wall length is
\begin{equation}
m=Kb\delta-\tau(T)=Kb(\delta-\delta_c),\qquad\delta_c=\frac{\tau(T)}{Kb}.
\end{equation}

\section{Many walls in the continuum}

At long wavelengths a wall path $X(y)$ has weight $\exp[-(\Sigma/2k_BT)\int X'^2dy]$. Over a short length $\Delta y$ this is a Gaussian step of variance $k_BT\Delta y/\Sigma$, its normalization being absorbed in $\tau$. Averaging a smooth function over the step gives
\begin{equation}
\psi\to\psi+\frac{k_BT\,\Delta y}{2\Sigma}\psi_{xx}.
\end{equation}
So $y$ acts as imaginary time, with generator $-(k_BT/2\Sigma)\partial_x^2$. For a long system the free energy per length is $k_BT$ times the lowest eigenvalue.

Noncrossing makes the wave function vanish at $x_i=x_j$. In a box of width $L$ the determinant (\ref{eq:slater}) with $k_j=\pi j/L$ satisfies this condition and keeps one sign in the ordered sector, so it is the ground state there. Multiplying the eigenvalue by $k_BT$,
\begin{equation}
\frac{F}{L_y}=-mN+\frac{(k_BT)^2}{2\Sigma}\sum_{j=1}^N\left(\frac{\pi j}{L}\right)^2 .
\end{equation}
For large $N$ the sum of $j^2$ is $N^3/3$. With $\rho=N/L$ the free energy per area is
\begin{equation}
f(\rho)=-m\rho+\frac{\pi^2(k_BT)^2}{6\Sigma}\rho^3 .
\label{eq:f}
\end{equation}
The cubic term is the wandering entropy lost because walls block one another. For $m<0$ both terms rise with $\rho$ and no wall enters. For $m>0$, $df/d\rho=0$ gives $m=\pi^2(k_BT)^2\rho^2/(2\Sigma)$, or
\begin{equation}
\boxed{\rho_0=\frac{\sqrt{2\Sigma m}}{\pi k_BT}=\frac{\sqrt{2\Sigma Kb(\delta-\delta_c)}}{\pi k_BT}}
\label{eq:PT}
\end{equation}

The lattice result agrees: there $\Sigma=k_BTh/s^2$ and $m=gk_BT/h$, which turn (\ref{eq:PT}) into (\ref{eq:lattice}). In a box of finite width, level $j$ fills when $m>(k_BT)^2\pi^2j^2/(2\Sigma L^2)$, so the wall number is the integer part of $\rho_0L$.

Equation (\ref{eq:PT}) is the leading law for $\rho\to0$ at fixed $T>0$, with short-range interactions and walls that do not end.

\section{Repulsion between walls}

\subsection{Direct repulsion and the static limit}

For a periodic array of static walls put $\varphi=2\pi u/b$ and measure $x$ in units of $\xi$. The first integral is now $\varphi_x^2/2=1-\cos\varphi+C$. The spacing $\ell$ and the energy $e$ per wall, in units where one wall has $e=8$, are
\begin{align}
\ell&=\int_0^{2\pi}\frac{d\varphi}{\sqrt{2(1-\cos\varphi+C)}},\\
e&=\int_0^{2\pi}\sqrt{2(1-\cos\varphi+C)}\,d\varphi-C\ell .
\end{align}
Differentiating, $de/dC=\ell-\ell-C\,d\ell/dC$, so $de/d\ell=-C$. With $\theta=\varphi/2$ and $c^2=C/2$, $\ell=2\int_0^{\pi/2}d\theta/\sqrt{\sin^2\theta+c^2}$. Split this at $\eta$ with $c\ll\eta\ll1$. The inner part of the integral is $\ln(2\eta/c)$ and the outer part $\ln(2/\eta)$, so $\ell\simeq2\ln(4/c)=\ln(32/C)$. Integrating $de/d\ell=-32e^{-\ell}$ from infinite spacing gives $e=8+32e^{-\ell}$. Each wall has two neighbours and shares each interaction, so the pair energy per length is
\begin{equation}
U(r)=4\varepsilon_0e^{-r/\xi}.
\end{equation}

Without wandering, minimizing $\rho[-m+U(1/\rho)]$ gives $m=4\varepsilon_0e^{-\ell/\xi}(1+\ell/\xi)$, now with $\ell=1/\rho$ in ordinary units. The spacing then grows only logarithmically as $m\to0$. At $T>0$ the entropic cost, a power of $\rho$, exceeds this exponential at low enough density.

There $U$ acts through its scattering length. The relative motion of two walls at zero energy obeys
\begin{equation}
\psi''=\frac{\Sigma U}{(k_BT)^2}\psi=\kappa^2e^{-r/\xi}\psi,\qquad\kappa^2=\frac{4\varepsilon_0\Sigma}{(k_BT)^2}.
\end{equation}
With $z=2\kappa\xi e^{-r/2\xi}$ this is the modified Bessel equation of order zero. For $\kappa\xi\gg1$ the solution that decays into the repulsive region is $K_0(z)$. At large $r$, $K_0\simeq-\ln(z/2)-\gamma=(r-a)/(2\xi)$, with
\begin{equation}
a=2\xi[\ln(\kappa\xi)+\gamma],
\end{equation}
where $\gamma$ is Euler's constant. To first order in $a\rho$ the walls behave as rods of width $a$. Subtracting these widths leaves free fermions in a box of width $L(1-a\rho)$, so $\rho^3$ in (\ref{eq:f}) becomes $\rho^3/(1-a\rho)^2$. Minimizing,
\begin{equation}
m=\frac{\pi^2(k_BT)^2}{6\Sigma}\frac{\rho^2(3-a\rho)}{(1-a\rho)^3},\qquad
\rho\simeq\rho_0\left(1-\tfrac43a\rho_0\right).
\label{eq:rod}
\end{equation}
The correction vanishes at threshold.

\subsection{Inverse-square repulsion}

Walls also strain the substrate, which gives a repulsion $A/r^2$ per length. Define $\lambda\ge1$ by $\lambda(\lambda-1)=A\Sigma/(k_BT)^2$. On a ring, with $q=\pi/L$ and the periodic form of $1/r^2$, the generator divided by $k_BT/2\Sigma$ is
\begin{equation}
H=-\sum_i\partial_i^2+2\lambda(\lambda-1)q^2P,\qquad P=\sum_{i<j}\frac1{\sin^2q(x_i-x_j)} .
\end{equation}
Try $\Psi=\prod_{i<j}|\sin q(x_i-x_j)|^\lambda$. Its second derivatives contain squares of sums of cotangents. The diagonal terms sum to $2P-N(N-1)$. Each triple of walls contributes $-2$, because $\cot\alpha\cot\beta+\cot\beta\cot\gamma'+\cot\gamma'\cot\alpha=1$ when $\alpha+\beta+\gamma'=0$. Therefore
\begin{equation}
\frac{\sum_i\partial_i^2\Psi}{\Psi}=\lambda^2q^2\left[2P-N(N-1)-\frac{N(N-1)(N-2)}3\right]-2\lambda q^2P .
\end{equation}
All terms in $P$ cancel in $H\Psi$, leaving the eigenvalue $\lambda^2q^2N(N^2-1)/3$. The function has no node in the ordered sector and is the ground state. The cubic term in (\ref{eq:f}) is thus multiplied by $\lambda^2$, and $\rho=\rho_0/\lambda$. The exponent survives; the amplitude changes even at threshold.

\section{A chlorine layer on copper: numbers}

The example is modelled on chlorine on a close-packed copper face, in a registry with three equivalent positions. Illustrative round parameters, not fitted to this surface, are $b=0.26$ nm, $K=10$ eV/nm$^2$, $G=K/3$, $V=0.05$ eV/nm$^2$ and $T=300$ K, so $k_BT=0.02585$ eV. Then
\begin{align}
\varepsilon_0&=4(0.26)\sqrt{0.5}/\pi=0.234\ \text{eV/nm},\\
\Sigma&=\varepsilon_0/3=0.078\ \text{eV/nm},\qquad \xi=0.585\ \text{nm}.
\end{align}
The static threshold is $\varepsilon_0/(Kb)=0.090$, a layer stress of $0.90$ eV/nm$^2$ ($0.144$ N/m).

For an excess misfit $\delta-\delta_c=4\times10^{-5}$, $m=2.6\times4\times10^{-5}=1.04\times10^{-4}$ eV/nm, and
\begin{equation}
\rho_0=\frac{\sqrt{2(0.078)(1.04\times10^{-4})}}{\pi(0.02585)}=0.050\ \text{nm}^{-1}.
\end{equation}
The table gives the spacing from (\ref{eq:PT}) and from the rod free energy, minimized numerically with $a=2.8$ nm ($\kappa=10.5$ nm$^{-1}$), at fixed $T$ and $\delta_c$.

\begin{center}
\begin{tabular}{cccc}
$\delta-\delta_c$ & $1/\rho_0$ (nm) & $a\rho_0$ & rod spacing (nm)\\
$1.0\times10^{-5}$ & 40 & 0.07 & 44\\
$4.0\times10^{-5}$ & 20 & 0.14 & 24\\
$1.6\times10^{-4}$ & 10 & 0.28 & 14
\end{tabular}
\end{center}

In the last row (\ref{eq:rod}) is beyond its first-order regime, so 14 nm is an estimate.

\paragraph{Substrate repulsion.} The stress change in a wall exerts a force dipole $Kb$ per length on the copper. For an isotropic half-space, a line force $F$ displaces the surface by $-cF\ln|x|$, with $c=2(1-\nu^2)/(\pi Y)$. Differentiating once for each dipole gives $A=c(Kb)^2$. With rough values $Y=130$ GPa and $\nu=0.34$, $A=0.0047$ eV\,nm and $\lambda=1.39$. This alone stretches 20 nm to 28 nm. It should not simply be compounded with the rod correction, since the inverse-square repulsion already keeps walls away from the range where the direct one acts. For two walls on a ring at 20 nm spacing, the relative wave number rises by a factor 1.16 with the direct repulsion alone, 1.39 with the substrate repulsion alone and 1.46 with both, not by the product 1.62.

\paragraph{Thermal threshold shift.} Replace the layer by rows of spacing $d=0.39$ nm, and let $\mu_n$ and $\mu_n^0$ be the eigenvalues of the energy's second-derivative matrix with and without a wall. Integrating the harmonic free energy over wave numbers along $y$ gives
\begin{equation}
\Delta\tau=\frac{k_BT}{2\sqrt{Gd}}\sum_n\left(\sqrt{\mu_n}-\sqrt{\mu_n^0}\right)=-0.082\ \text{eV/nm},
\end{equation}
evaluated on a relaxed chain of 40 rows; 80 rows change it by less than $10^{-10}$ eV/nm. This treats each row as a continuous string. Atoms 0.45 nm apart along the rows cut off the shortest waves, and a triangular lattice with the same $K$ and $G$ and displacements along $x$ only gives $-0.065$ eV/nm instead (with central springs and both displacement components free it gives $-0.077$ eV/nm; we continue with the one-component value). That is 28\% of $\varepsilon_0$ and lowers $\delta_c$ to about 0.065. A shift so large means that the harmonic value is itself rough. If $\Sigma$ falls in proportion to $\tau$, as the continuum model's isotropy after rescaling $y$ suggests, $\rho_0$ at given $m$ falls by 15\%. The values of $a$ and $\lambda$ above also use zero-temperature wall parameters. With $\tau$ and $\Sigma$ both reduced in this way, $\lambda$ drops to 1.30, and the exact low-momentum soliton phase shift of the continuum model gives $a\approx3.3$ nm rather than 2.8 nm.

\paragraph{Pinning and wall ends.} The energy difference between a wall centred on a row and one centred between rows is $9\times10^{-6}$ eV/nm. That is about $10^{-5}$ of the wandering scale $(2\pi k_BT/d)^2/(2\Sigma)$, so pinning by rows is negligible for these parameters. It grows steeply with the corrugation: the ratio is 0.02 for four times this $V$ and 0.2 for eight times, so a real layer needs its own estimate. With three registries, walls can end in threes at a dislocation of displacement $3b$. Elasticity without corrugation gives a pair cost $\sqrt{KG}(3b)^2/(2\pi)=0.56$ eV, or $22k_BT$, for each factor $e$ in separation. This applies only at separations below about $\xi$, which is hardly more than one atomic spacing, so the figure indicates a scale and no more. It also belongs to the one-component model. A triangular layer free to move in both directions has shorter lattice vectors, of length $\sqrt3b$; for isotropic elasticity with the same moduli, a pair of such dislocations costs only about $0.14$ eV, or $5.5k_BT$, per factor $e$. In the one-component model at larger separations, the corrugation gathers the displacement $3b$ into three walls, whose net free energy per length, $-3m$ apart from their mutual blocking, vanishes at threshold. The number of pairs therefore depends on core energies, which are not computed here, and the absence of wall ends remains an assumption.

\paragraph{The real surface.} A real surface also strains the assumption of large extent. Two walls meet after a length of order $\Sigma/(k_BT\rho_0^2)$, which is $1.2\ \mu$m at 20 nm spacing, whereas a terrace may be of order 100 nm. On such a terrace a wall may not meet its neighbours at all, and the long-system limit behind (\ref{eq:PT}) is not reached. For the excess misfit $4\times10^{-5}$, a wall 100 nm long gains only $0.010$ eV, or $0.4k_BT$. The number of walls then fluctuates and depends on the terrace edges, so (\ref{eq:PT}) does not fix the spacing there. Temperature control is also demanding. The harmonic shift moves $\delta_c$ by about $8\times10^{-5}$ per kelvin at fixed elastic parameters, so a drift of 0.5 K equals the whole excess misfit of $4\times10^{-5}$.

\section{Using the result}

Treat $\delta_c$ and the amplitude as quantities to be fitted, and use (\ref{eq:PT}) for the form $\rho\propto(\delta-\delta_c)^{1/2}$. The fit is justified where $a\rho\ll1$, where the sample is much longer than the collision length and much wider than the spacing, and where dislocations are absent. Over such a range the local slope $d\rho/d\delta=\rho/[2(\delta-\delta_c)]$ diverges at threshold, so an error in $\delta_c$ distorts the apparent exponent most at the lowest densities. Fitting $\rho^2$ against $\delta$ at fixed temperature avoids choosing $\delta_c$ beforehand: as $a\rho\to0$ the intercept gives $\delta_c$, and the slope is $2\Sigma Kb/(\pi\lambda k_BT)^2$. When substrate repulsion is weak the approach to this limit is slow; a sizeable $\lambda-1$ suppresses the rod correction. With only the direct repulsion of the example ($\lambda=1$), a line through the points at spacings 44 and 24 nm has a slope 33\% too low, and between 131 and 67 nm it is still 12\% too low. If $\delta$ is varied through another quantity, such as gas pressure, and the fit is made against that quantity, the slope also contains the derivative of $\delta$ with respect to it.
